# Collection Length and Effective Diffusion Length of a Solar-Cell Base

**Dimensional form of the answer**

Light absorbed in the base of a solar cell creates minority carriers. Some reach the junction; the others recombine in the bulk or at the rear surface. If the excess density obeys linear equations, its magnitude cancels from the collected fraction. What remains is the diffusion constant $D$, the lifetime $\tau$, the base thickness $W$ and the rear surface recombination velocity $S$. Their dimensions involve length and time, so four quantities give two independent dimensionless groups. With

$$L=\sqrt{D\tau},\qquad s=\frac{SL}{D}, \tag{1}$$

any length that describes collection and does not depend on the light must have the form

$$\text{length}=L\,F\!\left(\frac WL,\,s\right). \tag{2}$$

The absorption coefficient $\alpha$ brings in a third group, $\alpha W$. A length independent of the light can therefore be expected where $\alpha W$ is very small or very large. These limits give two different functions $F$, and "weakly absorbed" can describe either situation. In the first, the light crosses the whole base almost unattenuated. In the second, it passes far beyond the thin emitter but is absorbed within the base. The corresponding lengths are called here the collection length $L_c$ and the effective diffusion length $L_{\rm eff}$.

**The carrier problem**

Let the quasi-neutral base occupy $0<x<W$, with the edge of the junction's depletion layer at $x=0$ and the rear surface at $x=W$. The model is one-dimensional, with uniform $D$ and $\tau$, no electric field in the base, and an excess density $n$ small compared with the doping (low injection). In the steady state, with generation rate $G(x)$ per unit volume,

$$D n''-\frac n\tau+G=0 . \tag{3}$$

The junction is short-circuited and removes every carrier that reaches it. At the rear, the diffusive flux in the $+x$ direction, $-Dn'$, equals the surface recombination rate per unit area, $Sn$:

$$n(0)=0,\qquad Dn'(W)=-S\,n(W). \tag{4}$$

The flux into the junction points along $-x$ and is $Dn'(0)$, a positive number. No electromagnetic quantity enters, so the choice between Gaussian and SI units does not matter here.

**Collection probability**

Solving (3) anew for each $G$ can be avoided. Define a function $f$ by the same equation without a source and with unit value at the junction:

$$D f''-\frac f\tau=0,\qquad f(0)=1,\qquad Df'(W)=-S f(W). \tag{5}$$

Multiply (3) by $f$, multiply the equation for $f$ by $n$, and subtract. The lifetime terms cancel:

$$D\,(f n''-n f'')=-fG . \tag{6}$$

The left side is the derivative of $D(fn'-nf')$, because the products $f'n'$ cancel. Integration over the base gives

$$D\,[f n'-n f']_{x=W}-D\,[f n'-n f']_{x=0}=-\int_0^W fG\,dx . \tag{7}$$

At the rear, (4) and (5) turn the first bracket into $-Sfn+Snf=0$. At the junction $n=0$ and $f=1$, so the second term is $-Dn'(0)$. Therefore

$$Dn'(0)=\int_0^W f(x)\,G(x)\,dx . \tag{8}$$

A carrier created at $x$ thus contributes $f(x)$ to the collected flux: $f$ is the collection probability.

The general solution of (5) is conveniently written from the rear surface,

$$f=A\cosh\frac{W-x}{L}+B\sinh\frac{W-x}{L}. \tag{9}$$

At $x=W$ this gives $f(W)=A$ and $f'(W)=-B/L$. The rear condition becomes $DB/L=SA$, or $B=sA$. The condition $f(0)=1$ fixes $A$:

$$f(x)=\frac{\cosh\frac{W-x}{L}+s\,\sinh\frac{W-x}{L}}{\cosh\frac WL+s\,\sinh\frac WL}. \tag{10}$$

Its derivative is

$$f'(x)=-\frac1L\,\frac{\sinh\frac{W-x}{L}+s\,\cosh\frac{W-x}{L}}{\cosh\frac WL+s\,\sinh\frac WL}, \tag{11}$$

which is negative inside the base. The probability falls steadily from 1 at the junction.

**Nearly uniform generation: the collection length**

Let $\Phi$ photons per unit area and time enter the base and cross it once, each absorbed photon creating one electron–hole pair. Then $G=\alpha\Phi e^{-\alpha x}$. By (8), the number of carriers collected per photon entering the base is

$$\eta=\alpha\int_0^W e^{-\alpha x}f(x)\,dx . \tag{12}$$

For $\alpha W\ll1$ the exponential is close to 1, and

$$\eta\simeq\alpha L_c,\qquad L_c=\int_0^W f\,dx . \tag{13}$$

The integrals of the hyperbolic cosine and sine in (10) are $L\sinh(W/L)$ and $L[\cosh(W/L)-1]$. Hence

$$L_c=L\,\frac{\sinh\frac WL+s\left(\cosh\frac WL-1\right)}{\cosh\frac WL+s\,\sinh\frac WL}. \tag{14}$$

Since $f\le1$, $L_c$ cannot exceed $W$. It is the thickness of a layer with perfect collection that would give the same current under the same uniform generation.

The error of (13) can be bounded. From $0\le1-e^{-\alpha x}\le\alpha x$,

$$0\le\alpha L_c-\eta\le\alpha^2\int_0^W x f\,dx . \tag{15}$$

Because $f$ decreases, $(x-W/2)\,[f(x)-f(W/2)]\le0$ at every $x$. Integrating this, and noting that $x-W/2$ integrates to zero, gives $\int xf\,dx\le(W/2)L_c$. Therefore

$$0\le\alpha L_c-\eta\le\frac{\alpha W}{2}\,\alpha L_c . \tag{16}$$

For a perfectly passivated rear, $s=0$ in (14) gives

$$L_c(S=0)=L\tanh\frac WL . \tag{17}$$

For $s\to\infty$ the terms proportional to $s$ dominate. With $\cosh y-1=2\sinh^2(y/2)$ and $\sinh y=2\sinh(y/2)\cosh(y/2)$,

$$L_c(S\to\infty)=L\,\frac{\cosh(W/L)-1}{\sinh(W/L)}=L\tanh\frac{W}{2L}. \tag{18}$$

When $L\gg W$, these limits are $W$ and $W/2$. In the second case $f$ is a straight line from 1 to 0: a carrier diffuses to one of two absorbing surfaces, and under uniform generation half go each way.

**Light absorbed within the base: the effective diffusion length**

For larger $\alpha$ the integral (12) is needed in full. Write $I=\int_0^W e^{-\alpha x}f\,dx$ and replace $f$ by $L^2f''$, which is (5). Two integrations by parts give

$$I=L^2\left\{\left[e^{-\alpha x}(f'+\alpha f)\right]_0^W+\alpha^2 I\right\}. \tag{19}$$

The slope at the junction has the dimension of an inverse length. Define

$$\frac1{L_{\rm eff}}=-f'(0). \tag{20}$$

With $f(0)=1$ and $f'(W)=-(S/D)f(W)$, the bracket in (19) equals

$$e^{-\alpha W}f(W)\left(\alpha-\frac SD\right)-\left(\alpha-\frac1{L_{\rm eff}}\right).$$

Collecting the terms in $I$ and using $\eta=\alpha I$,

$$\eta=\frac{\alpha L^2}{\alpha^2L^2-1}\left[\alpha-\frac1{L_{\rm eff}}-e^{-\alpha W}f(W)\left(\alpha-\frac SD\right)\right]. \tag{21}$$

At $\alpha L=1$ the square bracket also vanishes, as (19) requires, and $\eta$ stays finite. For $S\to\infty$ the product $Sf(W)/D=-f'(W)$ remains finite as well.

The exponential in (21) describes light that reaches the rear. If it is negligible, then with $u=1/(\alpha L_{\rm eff})$ and $v=1/(\alpha L)$ the result is $\eta=(1-u)/(1-v^2)$. Its inverse is $(1-v^2)(1+u+u^2+\dots)$, so

$$\frac1\eta=1+\frac1{\alpha L_{\rm eff}}+\frac1{\alpha^2}\left(\frac1{L_{\rm eff}^2}-\frac1{L^2}\right)+\dots \tag{22}$$

To leading order, $1/\eta$ plotted against the absorption depth $1/\alpha$ is a straight line of slope $1/L_{\rm eff}$. Physically, the light then samples the region near the junction, where $f\simeq1-x/L_{\rm eff}$. The rear surface still matters, because it helps to set that slope.

Setting $x=0$ in (11) and using (20),

$$L_{\rm eff}=L\,\frac{\cosh\frac WL+s\,\sinh\frac WL}{\sinh\frac WL+s\,\cosh\frac WL}. \tag{23}$$

The two limits are

$$L_{\rm eff}(S=0)=L\coth\frac WL,\qquad L_{\rm eff}(S\to\infty)=L\tanh\frac WL . \tag{24}$$

For $L\gg W$ and $S=0$ the first becomes $L^2/W$, which is much larger than the base is thick. That is no contradiction: $L_{\rm eff}$ is the distance at which the initial tangent of $f$ would reach zero, and this point may lie outside the cell.

The straight line needs more than $\alpha W\gg1$. What it measures is the small loss $1-\eta\simeq1/(\alpha L_{\rm eff})$, so the neglected terms must be small compared with this loss. For the light reaching the rear, (21) with $\alpha L\gg1$ gives the condition $e^{-\alpha W}f(W)\,|\alpha-S/D|\ll1/L_{\rm eff}$. For the next term of (22), it means $L_{\rm eff}\,|1/L_{\rm eff}^2-1/L^2|\ll\alpha$.

**Matched surface, thick base and thin base**

If $S=D/L$, so that $s=1$, the sums of hyperbolic functions in (10) become exponentials and $f=e^{-x/L}$. This is the profile of a semi-infinite base. Then $L_{\rm eff}=L$ for every thickness, while $L_c=L(1-e^{-W/L})$. A rear with $S<D/L$ raises $L_{\rm eff}$ above $L$, and one with $S>D/L$ lowers it below $L$.

If $W\gg L$, $\sinh(W/L)$ and $\cosh(W/L)$ are both close to $e^{W/L}/2$. The factors $1+s$ cancel in (14) and (23), and both lengths tend to $L$: carriers near the junction no longer feel the rear.

If $L\to\infty$ at fixed $W$, $S$ and $D$, then $\sinh(W/L)\simeq W/L$, $\cosh(W/L)-1\simeq W^2/2L^2$ and $s\,W/L=SW/D$. Equations (14) and (23) become

$$L_c=W\,\frac{1+SW/2D}{1+SW/D},\qquad L_{\rm eff}=W+\frac DS . \tag{25}$$

Now let both losses be small but finite, with $y=W/L\ll1$ and $r=SW/D\ll1$. To first order in $y^2$ and $r$, (14) gives

$$\frac{L_c}{W}\simeq\frac{1+y^2/6+r/2}{1+y^2/2+r}\simeq1-\frac{y^2}{3}-\frac r2, \tag{26}$$

and (23) gives

$$\frac{W}{L_{\rm eff}}\simeq y^2+r . \tag{27}$$

Bulk and surface losses enter the two lengths with different relative weights. One value of $L_{\rm eff}$ cannot separate $L$ from $S$, since (27) contains their sum. A second quantity such as $L_c$ can do so in principle, but the demand on accuracy is high. Equation (26) can be written $L_c/W\simeq1-(y^2+r)/3-r/6$, and once $L_{\rm eff}$ has fixed the sum, only the small term $r/6$ distinguishes surface from bulk losses.

**A silicon wafer cell**

Take a p-type silicon base with a passivated rear and round parameters: $W=170\ \mu$m, $D=28$ cm²/s, $\tau=50\ \mu$s, $S=200$ cm/s and an acceptor density of $10^{16}$ cm⁻³ at 300 K. Then

$$L=\sqrt{28\times5\times10^{-5}}\ \text{cm}=0.0374\ \text{cm}=374\ \mu\text{m},$$

so that $W/L=0.4543$ and $s=0.2673$. With $\sinh(W/L)=0.4701$ and $\cosh(W/L)=1.1050$, equations (14) and (23) give

$$L_c=374.2\ \mu\text{m}\times\frac{0.4701+0.2673\times0.1050}{1.1050+0.2673\times0.4701}=151\ \mu\text{m}, \tag{28}$$

$$L_{\rm eff}=374.2\ \mu\text{m}\times\frac{1.1050+0.2673\times0.4701}{0.4701+0.2673\times1.1050}=602\ \mu\text{m}. \tag{29}$$

The lengths differ by a factor of four. Under uniform generation 89% of the carriers are collected, about 5% recombine at the rear and 6% in the bulk.

Now vary $S$ with the other parameters fixed. From $S=0$ to $S\to\infty$, $L_c$ falls from 159 to 84 µm, while $L_{\rm eff}$ falls from 879 to 159 µm. The value 159 µm appears twice because (17) and the second limit in (24) are the same expression. For a good rear surface $L_{\rm eff}$ is the more sensitive measure: raising $S$ from 0 to 100 cm/s lowers it by 20%, but lowers $L_c$ by 2.6%.

The response at different absorption coefficients shows where each law holds. Take first $\alpha=3$ cm⁻¹, roughly that of silicon near 1100 nm. Here $\alpha W=0.051$, and (21) gives $\eta=0.0443$. The estimate $\alpha L_c=0.0454$ is 2.5% higher than $\eta$, in agreement with (16). Using $L_{\rm eff}$ in the straight-line law would give 0.153, more than three times too much. It would even exceed the absorbed fraction, $1-e^{-0.051}=0.050$.

At $\alpha=300$ cm⁻¹, roughly the value near 900 nm, $\alpha W=5.1$. The straight-line law gives 0.9475 and (21) gives 0.9473. The apparent length $1/[\alpha(1/\eta-1)]$ is 599 µm, close to 602 µm, but this agreement comes from a cancellation. In $1/L_{\rm eff}=16.6$ cm⁻¹, the second-order term of (22) contributes

$$\frac{16.6^2-26.7^2}{300}\ \text{cm}^{-1}\simeq-1.5\ \text{cm}^{-1}.$$

The light reaching the rear lowers $\eta$ by about $e^{-5.1}f(W)\simeq0.0049$, with $f(W)=0.81$. This raises $\alpha(1/\eta-1)$ by about $300\times0.0049/0.95^2\simeq1.6$ cm⁻¹. Each effect alone would shift the apparent length by about 10%. At $\alpha=1000$ cm⁻¹ the exponential is negligible, and the second-order term leaves an apparent length of 618 µm, 3% above $L_{\rm eff}$. At the other end, $\alpha\to0$, the apparent length tends to $\eta/\alpha=L_c$; at 3 cm⁻¹ it is 155 µm.

Formulas (14), (21) and (23) were also compared with direct numerical solutions for $D=20$ cm²/s, $L=300\ \mu$m, $W/L=0.3$, 1 and 5, and $s=0$, 0.2, 1, 20 and $\infty$; for (21), $\alpha W$ was 0.05, 1.7 and 6. The largest relative difference was below $10^{-6}$.

**Comparison with real cells**

The thickness and doping are typical of wafer cells, and $S=200$ cm/s represents a moderately passivated rear. A lifetime of 50 µs is low for present good wafers, in which $L$ can exceed $W$ by a much larger factor; $L_c$ is then closer to its $L\to\infty$ value in (25). The assumption most clearly broken is the single pass of light. If the rear returns 90% of the light for one further pass, which then leaves the cell, the signal at $\alpha=3$ cm⁻¹ rises by a factor of 1.85. The number collected per absorbed photon hardly changes, from 0.892 for one pass to 0.891 for two. Both are close to $L_c/W=0.891$, because the generation is nearly uniform. To extract $L_c$ from a measured signal one must therefore know how much light is absorbed in the base. The reflector also matters at $\alpha=300$ cm⁻¹. It returns most of the light that reaches the rear and so removes the cancellation found above: the apparent length rises from 599 to 659 µm, about 10% above $L_{\rm eff}$.

Surface texture acts differently. If the light travels at an angle $\theta$ to the normal, generation decays with depth as $e^{-\alpha x/\cos\theta}$. Then $\alpha/\cos\theta$ replaces $\alpha$ in (22), and a plot against $1/\alpha$ yields $L_{\rm eff}/\cos\theta$. For $\theta$ near 42°, a rough value for the first pass below pyramids on silicon, the uncorrected length is about a third too large.

The front region matters mainly for $L_{\rm eff}$. The depletion layer, 0.33 µm wide for an assumed built-in potential of 0.85 V, adds 0.2% to $L_c$ and raises the apparent $L_{\rm eff}$ at 300 cm⁻¹ from 599 to 605 µm if it collects every carrier created in it. An emitter 0.3 µm thick that collects nothing lowers the single-pass apparent $L_{\rm eff}$ at 300 cm⁻¹ from 599 to 511 µm. It removes about 0.9% of the light, which is small compared with the signal but not with the 5% loss from which the length is inferred.

Under bias light generating $2.5\times10^{17}$ carriers per cm² and second uniformly in the base (40 mA/cm²), the peak excess density at short circuit is 0.6% of the doping, so low injection holds. At open circuit the junction no longer empties the base and the excess density is much higher; in cells with a longer lifetime and better passivated surfaces, low injection need not hold there. Carrying the same current by holes of mobility 400 cm²/Vs takes a field of about 0.06 V/cm. Treated as uniform and directed so as to drive electrons to the junction, it raises $L_c$ by 0.2%. This gives only the order of size. The hole current builds up across the base, so the field in a quasi-neutral base ranges from about 0.02 V/cm at the junction to about 0.06 V/cm. The collected fraction then rises by 0.14%, or by about 0.3% for a small signal added to the bias light.

Temperature affects the signal much more than the length. From 300 to 330 K, with $\tau$ and $S$ held fixed and a mobility proportional to $T^{-2.4}$, $L_c$ falls by 1.4%. Over the same interval a one-phonon model of the indirect absorption edge, with rough silicon parameters, raises $\alpha$ at 1100 nm by a factor of about 1.6. This factor is rough: it runs from 1.55 to 1.7 as the assumed gap goes from 1.11 to 1.135 eV, and a two-phonon fit of the edge gives 1.75. Since $\eta\simeq\alpha L_c$, an uncontrolled temperature could be mistaken for a large change in collection.

Three further effects are not sized here. At an oxidized silicon surface $S$ generally depends on the excess density and on charge in the oxide, so the $S$ in these formulas belongs to the operating point of the measurement. Local rear contacts make $S$ vary across the surface. If the light, $D$ and $\tau$ are laterally uniform and no carriers are lost at the cell edges, averaging (5) over the cell area gives the same one-dimensional equations, with $S$ replaced by its average weighted by the local value of $f$ at the rear. This effective $S$ depends on the contact spacing, $W$ and $L$, and is in general not the plain area average. Free-carrier absorption removes photons without creating pairs and lowers the signal per absorbed photon. The numerical output that follows gives the values for the intermediate surface velocities and absorption coefficients.

## Values computed for the example and the checks

```
base W = 170 um, D = 28 cm2/s, tau = 50 us
rear S = 200 cm/s, acceptors = 1e+16 cm^-3, T = 300 K
diffusion length L = 374.2 um, W/L = 0.4543
s = S L/D = 0.2673, D/L = 748 cm/s, D/W = 1647 cm/s
sinh(W/L) = 0.4701, cosh(W/L) = 1.1050
collection length Lc = 151.5 um = 0.01515 cm
effective diffusion length Leff = 601.6 um = 0.06016 cm
Lc/W = 0.8910, Leff/W = 3.539
uniform generation: collected 89.1 %, rear loss 5.0 %, bulk loss 5.9 %
S (cm/s) | Lc (um) | Leff (um)
       0 |  159.19 |   879.43
      10 |  158.77 |   857.50
     100 |  155.13 |   707.29
    1000 |  131.78 |   333.13
   10000 |   94.88 |   181.42
10000000 |   83.58 |   159.22
     inf |   83.57 |   159.19
alpha (1/cm) | alpha W | eta | alpha Lc | inverse law | apparent Leff (um)
     3 |   0.051 | 0.04434 | 0.04544 | 0.15288 | 154.7
    30 |   0.510 | 0.35915 | 0.45442 | 0.64345 | 186.8
   100 |   1.700 | 0.74946 | 1.51472 | 0.85746 | 299.1
   300 |   5.100 | 0.94727 | 4.54417 | 0.94750 | 598.8
  1000 |  17.000 | 0.98408 | 15.14723 | 0.98365 | 618.1
neglected effects:
rear reflectance 0.9, alpha = 3 /cm: signal x 1.854
  collected per absorbed photon 0.8911
depletion width 0.332 um (built-in 0.85 V, eps_r 11.7): adds 0.22 % to Lc
dead emitter 0.3 um, alpha = 300 /cm: apparent Leff 511 um
one-sun bias, 2.5e+17 carriers/cm2/s = 40.1 mA/cm2, generated uniformly:
  peak excess density 6.29e+13 cm^-3 = 0.63 % of acceptors
  hole mobility 400 cm2/Vs: base field 0.0625 V/cm, Lc changes +0.21 %
at 330 K (mobility ~ T^-2.4): D = 24.5 cm2/s, Lc changes -1.44 %
  edge model: gap 1.12 eV, slope -0.27 meV/K, phonon 58 meV, photon 1.1271 eV
  alpha at 1100 nm changes by factor 1.59
largest relative test errors: Lc 2.0e-07, eta 6.6e-07, Leff 4.9e-07
```
